# Resonant tunnelling through a delta well at and off the barrier centre

**Question**

I have a rectangular barrier of height $V_0$ and width $L$ between two identical metal electrodes, with an attractive well $-\lambda\,\delta(x-a)$ somewhere inside it. I want the coherent transmission $T(E)$ for $E<V_0$, and in particular the height of the resonance as a function of $a$.

Matching at $0$, $a$ and $L$ gives me a system of equations that I can solve numerically but cannot read. My intuition fails too. If I move the well towards one electrode, one part of the barrier gets thinner and the other thicker by the same amount. The total thickness is unchanged, so should the peak care where the well sits? My case is roughly a 2 nm oxide with a level 2 eV below the barrier top.

**Answer**

The system becomes readable if you describe each side of the well by a single complex number: the logarithmic derivative, at the well, of the wave that leaves through that side.

**Setting.** Take one dimension, no bias, no loss of coherence, electrode mass $m_e$ and barrier mass $m_b$. Energies are counted from the electrode band bottom, and $\lambda>0$. At the interfaces $\psi$ and $\psi'/m$ are continuous, which conserves current. Define

$$k=\frac{\sqrt{2m_eE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V_0-E)}}{\hbar},\qquad \eta=\frac{k\,m_b}{\kappa\,m_e}.$$

Integrating the Schrödinger equation across the well gives

$$\frac{\hbar^2}{2m_b}\left[\psi'(a^+)-\psi'(a^-)\right]=-\lambda\,\psi(a).\tag{1}$$

**One side of the well.** Let $y$ be the depth into the barrier, measured from one electrode. A wave leaving through that electrode is $e^{-iky}$ for $y<0$. Continuity gives $\chi(0)=1$ and $\chi'(0^+)=-ik\,m_b/m_e=-i\kappa\eta$, so inside the barrier

$$\chi(y)=\cosh\kappa y-i\eta\sinh\kappa y .$$

For a well at depth $d$, write $c=\cosh\kappa d$, $s_h=\sinh\kappa d$ and $C=\hbar^2\kappa/2m_b$. Then

$$F\equiv\frac{\hbar^2}{2m_b}\frac{\chi'(d)}{\chi(d)}=C\,\frac{s_h-i\eta c}{c-i\eta s_h}
=C\,\frac{(s_h-i\eta c)(c+i\eta s_h)}{c^2+\eta^2s_h^2}.$$

The numerator is $(1+\eta^2)s_hc-i\eta(c^2-s_h^2)$, and $c^2-s_h^2=1$. Hence $F=R-i\gamma$ with

$$R=\frac{C(1+\eta^2)s_hc}{D},\qquad \gamma=\frac{C\eta}{D},\qquad D=c^2+\eta^2s_h^2.\tag{2}$$

$R$ fixes the level, and $\gamma>0$ measures the leak into that electrode.

**Joining the sides.** Use $d_L=a$ on the left and $d_R=L-a$ on the right. For unit incident amplitude the wave left of the well is $\psi=\chi_L^*+r\chi_L$, because $\chi_L^*$ is $e^{ikx}$ in the electrode. Right of the well there is only an outgoing wave, and $d/dx=-d/dy$ there. Therefore

$$\frac{\hbar^2}{2m_b}\psi'(a^-)=F_L^*\chi_L^*+F_L\,r\chi_L,\qquad
\frac{\hbar^2}{2m_b}\psi'(a^+)=-F_R\,\psi(a).$$

Insert both into (1) and eliminate $r\chi_L=\psi(a)-\chi_L^*$:

$$-F_R\psi(a)-F_L^*\chi_L^*-F_L\psi(a)+F_L\chi_L^*=-\lambda\psi(a),$$

$$(\lambda-F_L-F_R)\,\psi(a)=(F_L^*-F_L)\chi_L^*=2i\gamma_L\,\chi_L^*(a).\tag{3}$$

Now compare fluxes. The current is $(\hbar/m_b)\,\mathrm{Im}(\psi^*\psi')$, so the definition of $F$ gives a transmitted flux $2\gamma_R|\psi(a)|^2/\hbar$. The flux carried by $\chi_L$ has the same size at the well as in the electrode, so the incident flux is $\hbar k/m_e=2\gamma_L|\chi_L(a)|^2/\hbar$. Their ratio, with (3), is

$$T=\frac{\gamma_R}{\gamma_L}\frac{|\psi(a)|^2}{|\chi_L(a)|^2}
=\frac{4\gamma_L\gamma_R}{(\lambda-R_L-R_R)^2+(\gamma_L+\gamma_R)^2}.\tag{4}$$

No thick-barrier approximation has been made. I compared (4) with a direct layer-by-layer solution of the wave equation for 300 random parameter sets ($V_0$ from 2 to 8 eV, $L$ from 0.5 to 2 nm, the well between 10% and 90% of the width). The largest relative difference was $2.8\times10^{-14}$.

**Why position matters.** Dropping the squared detuning from the denominator of (4) can only raise the result, so

$$T\le\frac{4\gamma_L\gamma_R}{(\gamma_L+\gamma_R)^2}=1-\left(\frac{\gamma_L-\gamma_R}{\gamma_L+\gamma_R}\right)^2,\tag{5}$$

with equality when $\lambda=R_L+R_R$. In (2), $D$ grows strictly with $d$, so $\gamma$ falls strictly with $d$. The two leaks are then equal only for $d_L=d_R$. A central well reaches $T=1$ at its resonance, while a displaced well stays below 1 at every energy under the barrier top.

Your intuition is right about the product $\gamma_L\gamma_R$, which in a thick barrier depends on the total thickness. But the resonant height also contains the sum $\gamma_L+\gamma_R$, and in a thick barrier that sum grows as the well moves away from the centre.

**Does the resonance exist?** For a central well, with $h=L/2$, we need $2R(E)=\lambda$ somewhere in $0<E<V_0$. As $E\to0$, $\eta\to0$ and $2R\to(\hbar^2\kappa_0/m_b)\tanh\kappa_0h$, where $\kappa_0=\kappa(E=0)$. As $E\to V_0$, $\kappa\to0$ while $\kappa\eta\to g=k\,m_b/m_e$ stays finite, and $2R\to(\hbar^2/m_b)\,g^2h/(1+g^2h^2)$. Since $R$ is continuous, any $\lambda$ between these two limits gives a resonance. This condition is sufficient; I have not shown that it is necessary in general.

**Thick barrier.** Suppose $e^{-2\kappa d}\ll1$ on both sides. Then $c^2$, $s_h^2$ and $s_hc$ all tend to $e^{2\kappa d}/4$, so

$$R\to C,\qquad \gamma\to\frac{4C\eta}{1+\eta^2}\,e^{-2\kappa d}.$$

The resonance condition becomes $\lambda=2C=\hbar^2\kappa/m_b$, or

$$\kappa=\frac{m_b\lambda}{\hbar^2},\qquad E_r=V_0-\frac{m_b\lambda^2}{2\hbar^2},$$

which is the bound level of the well in an endless barrier. Let $s=a-L/2$ be the displacement. Then $d_L-d_R=2s$ and $\rho=\gamma_R/\gamma_L=e^{4\kappa s}$, so the peak is

$$T_{\rm peak}=\frac{4\rho}{(1+\rho)^2}=\frac{4}{(\rho^{1/2}+\rho^{-1/2})^2}=\frac{1}{\cosh^2(2\kappa s)}.\tag{6}$$

For the width, $d\kappa/dE=-m_b/(\hbar^2\kappa)$ gives $d(2C)/dE=-1/\kappa$, so $\lambda-R_L-R_R\approx(E-E_r)/\kappa$ near the level. Multiplying numerator and denominator of (4) by $\kappa^2$,

$$T\approx\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+(\Gamma/2)^2},\qquad \Gamma_j=2\kappa\gamma_j=\frac{8(V_0-E_r)\,\eta}{1+\eta^2}\,e^{-2\kappa d_j},\tag{7}$$

with full width $\Gamma=\Gamma_L+\Gamma_R$ at half height. It grows with displacement as $\cosh(2\kappa s)$.

**Your numbers.** Take $L=2$ nm, $V_0=7$ eV, $m_b=0.4\,m_0$, $m_e=m_0$ (the free-electron mass) and $\lambda=0.87$ eV nm. This $\lambda$ lies inside the existence window, 0.184 to 1.633 eV nm. With $\hbar^2/m_0=0.0762$ eV nm²,

$$\kappa=\frac{0.4\times0.87}{0.0762}=4.567\ \text{nm}^{-1},\qquad
V_0-E_r=\frac{0.4\times0.87^2}{2\times0.0762}=1.987\ \text{eV},$$

so $E_r=5.013$ eV ($8.032\times10^{-19}$ J) and $\eta=1.005$. For the central well $2\kappa d=9.134$, and (7) gives $\Gamma_L=\Gamma_R=0.858$ meV, a total of 1.716 meV. At $s=0.1$ nm, $2\kappa s=0.913$ and $1/\cosh^2(0.913)=0.478$. The direct solution gives:

| $s$ (nm) | peak $T$ | full width (meV) |
|---|---|---|
| 0 | 1.000 | 1.72 |
| 0.1 | 0.478 | 2.48 |
| 0.2 | 0.098 | 5.47 |
| 0.4 | 0.0027 | 33.4 |

One ångström halves the peak. Without the well, $T$ at this energy is $4.7\times10^{-8}$. Half an electronvolt below resonance, $T$ is $4.6\times10^{-7}$ both for the central well and for $s=0.2$ nm. There the detuning dominates the denominator of (4), the product $\gamma_L\gamma_R$ decides, and your original argument holds.

Equation (6) can be inverted, $|s|=\operatorname{arcosh}(T_{\rm peak}^{-1/2})/2\kappa$, but the height does not tell you towards which electrode the well has moved.

**Temperature.** The linear conductance of this channel contains $T$ averaged over $-\partial f/\partial E$, with $f$ the Fermi function. If $kT\gg\Gamma$, the average sees the area of the line, $\tfrac{\pi}{2}\Gamma T_{\rm peak}\propto\cosh(2\kappa s)/\cosh^2(2\kappa s)=1/\cosh(2\kappa s)$, which falls more slowly than the height. With the Fermi level held at the peak, the 300 K averages ($kT=25.9$ meV) are 0.0256 at the centre and 0.0176 at $s=0.1$ nm. Their ratio is 0.686, against 0.691 from the area rule. At 4.2 K the averages are 0.75 and 0.40.

**Bias.** The centre is the best place at zero bias. Let the potential energy drop by 1 eV across the film. A central level keeps its depth below the local barrier top, so the mean barrier above it is about $1.99+0.25$ eV on the emitter side and $1.99-0.25$ eV on the collector side. The decay constants become about 4.85 and 4.27 nm⁻¹, and the leaks are no longer equal. The computed central peak falls to 0.741. If the small difference between the prefactors of the two leaks is neglected, equal leaks need equal exponents, $4.85(1-\delta)=4.27(1+\delta)$ with $\delta$ in nm, so $\delta\approx0.06$ nm towards the emitter. Placing the well there restores the computed peak to 0.9997. At 0.1 V the central peak is still 0.997.

**Beside a real oxide.** The thickness, mass and 2 eV barrier are rough values for aluminium oxide between metals. A Fermi energy of 5 eV is low for aluminium, where it is roughly 12 eV. At the same level depth that raises $\eta$ to about 1.55 and narrows the line by about 9%, but leaves (6) unchanged. Several assumptions matter more:

- *Geometry.* The model describes a uniform attractive sheet at normal incidence, not a point defect. For the in-plane momentum $\hbar q$ of a wave arriving at 5° with energy $E_r$, conservation of $\hbar q$ adds $\hbar^2q^2/2m_b$ to the level, which raises the resonance in total energy by 95 meV, many linewidths, though its height stays 1.
- *Coherence.* Replacing $\lambda$ by $\lambda+iw$ removes electrons at the well and adds $w$ to $\gamma_L+\gamma_R$ in (4). A loss broadening $2\kappa w=1$ meV cuts the coherent central peak to $(1.716/2.716)^2=0.40$. Electrons re-emitted after losing phase are not counted.
- *Level position.* With a rough fast permittivity of 3, the image force lowers the level by about 0.17 eV. An electron in the central level leaks out with a decay time $\hbar/\Gamma$ of about 0.4 ps for the rectangular barrier (about 0.15 ps once the image force rounds it), long enough for the oxide lattice to respond as well, so this shift is only a rough guide: a permittivity of 9 in the same formula gives about 0.06 eV. With that static permittivity and the Fermi level at the resonance, thermal filling of the sheet at 300 K would raise the level by about 30 meV without self-consistency, and by roughly half that (16 to 18 meV) once the shift is allowed to reduce the filling; this shift depends strongly on where the Fermi level lies. With the image force for a permittivity of 3 included, the peaks for $s=0$ and 0.1 nm remain about 1.00 and 0.48, but the central line widens from 1.7 meV to about 4 to 5 meV, depending on where the divergent image potential is cut off at the interfaces.
- *Dispersion.* In a gap of roughly 8 eV, a two-band estimate multiplies $\kappa$ by $\sqrt{1-1.987/8}$, giving 3.96 nm⁻¹. The peak at $s=0.1$ nm is then 0.565 instead of 0.478, so a displacement inferred from a height is only as good as $\kappa$.
- *Field.* One volt across 2 nm is 5 MV/cm, half of a rough breakdown field of 10 MV/cm.

For a room-temperature film, then, do not expect to see the unit peak itself. In the single normal-incidence channel, thermal averaging alone reduces it to about 0.026 for the rectangular barrier; this value scales with the linewidth and is about 0.06 to 0.07 with the image force included. A planar sheet also conducts through all in-plane momenta. Every energy somewhat above $E_r$ is resonant at some $q$, so the sum of $T$ over $q$ rises as a step at $E_r$ instead of showing a peak. The numerical output below lists the remaining values.

## Computed results

```
barrier height V0 = 7.00 eV, width L = 2.00 nm
masses: barrier 0.40, electrode 1.00 free-electron masses
well strength lambda = 0.870 eV nm
hbar^2/m_0 = 0.076200 eV nm^2
largest relative gap, formula against layer solution = 2.8e-14
window of lambda for a central resonance = 0.184 to 1.633 eV nm
resonance energy, central well = 5.01338 eV = 8.0323e-19 J
thick-barrier estimate of it = 5.01338 eV
depth below barrier top = 1.9866 eV
kappa at resonance = 4.5669 1/nm, eta = 1.0047
transmission at E_r without the well = 4.661e-08
s = 0.0 nm: peak T = 1.00000, sech^2 = 1.00000, E = 5.01338 eV, full width = 1.716 meV
s = 0.1 nm: peak T = 0.47762, sech^2 = 0.47763, E = 5.01338 eV, full width = 2.483 meV
s = 0.2 nm: peak T = 0.09843, sech^2 = 0.09843, E = 5.01339 eV, full width = 5.474 meV
s = 0.4 nm: peak T = 0.00268, sech^2 = 0.00268, E = 5.01364 eV, full width = 33.426 meV
lifetime hbar/Gamma, central well = 0.384 ps
|s| recovered from the peak at s = 0.1 nm = 0.1000 nm
T at 0.5 eV below resonance: s = 0: 4.603e-07, s = 0.2 nm: 4.605e-07
square well 0.002 nm wide: level shift = 12.02 meV
NEGLECTED EFFECTS
kT at 300 K = 25.85 meV, at 4.2 K = 0.362 meV
thermal mean of T, s = 0.0 nm: 300 K 0.02561, 4.2 K 0.75379
thermal mean of T, s = 0.1 nm: 300 K 0.01756, 4.2 K 0.40183
thermal mean of T, s = 0.2 nm: 300 K 0.00774, 4.2 K 0.09372
ratio of 300 K means, s = 0.1 nm to 0 = 0.6858
sech(2 kappa s) at s = 0.1 nm = 0.6911
field at 0.1 V = 0.50 MV/cm, at 1 V = 5.00 MV/cm
breakdown field, rough input = 10 MV/cm
central peak T at 0.1 V = 0.9969, at 1 V = 0.7414
peak T at 1 V, well 0.06 nm towards the emitter = 0.9997
relative permittivity, rough inputs: fast 3, static 9
image force: level shift = -173.5 meV, central peak T = 1.00000
image force: peak T at s = 0.1 nm = 0.4777
incidence at 5 degrees: level shift = 95.2 meV, peak T = 1.00000
sheet density at 300 K, level at Fermi level = 2.99e+12 1/cm^2
level shift by that charge, not self-consistent = 30.1 meV
loss broadening 1.0 meV: coherent central peak T = 0.3991
two-band kappa (gap 8 eV, rough input) = 3.959 1/nm
two-band estimate of peak T at s = 0.1 nm = 0.5651
```
